\section*{Fibre texture and intrinsic resistivity: hexagonal cobalt versus unstrained cubic copper}

\section{The result}

Turning the grains of an unstrained copper film does not change its intrinsic resistivity, because a cubic crystal has the same ohmic conductivity in every direction. Hexagonal cobalt can conduct differently along its $c$ axis and in its basal plane. If the two resistivities differ, tilting the $c$ axes away from the film normal changes the resistivity for at least one in-plane direction.

With rough room-temperature inputs $\rho_a=5.5$ and $\rho_c=10\ \mu\Omega\,\mathrm{cm}$ for cobalt, a film with every $c$ axis along the normal has $\rho=5.5\ \mu\Omega\,\mathrm{cm}$. Random grain orientations give between 6.5 and 7.0. For copper, with a rough input of $1.7\ \mu\Omega\,\mathrm{cm}$, the value is 1.7 for every texture.

Here ``intrinsic'' means the resistivity of the grain interiors, including phonon scattering but not scattering at surfaces or grain boundaries. The response is ohmic, no magnetic field is applied, and the grains are much larger than the electron mean free path, so that each has a local bulk conductivity. Cobalt's magnetism is first left out and its size is estimated later.

\section{What crystal symmetry allows}

Ohm's law in a crystal is
\begin{equation}
J_i=\sum_j\sigma_{ij}E_j ,\qquad \mathbf J=\sigma\mathbf E .
\end{equation}
The conductivity has two indices because it connects two vectors. Turn the crystal by a rotation $R$, and turn the field with it. The current must turn too, so $\mathbf J'=R\mathbf J$ and $\mathbf E'=R\mathbf E$. Since $\mathbf E=R^T\mathbf E'$,
\begin{equation}
\mathbf J'=R\sigma R^T\mathbf E',\qquad \sigma'=R\sigma R^T .
\label{rot}
\end{equation}
If $R$ is a symmetry operation, the turned crystal cannot be told from the original in a uniform field. Its tensor must then be unchanged: $R\sigma R^T=\sigma$.

\subsection{Copper}

Take $x,y,z$ along the cube axes. A half turn about $z$ is $R=\mathrm{diag}(-1,-1,1)$. It reverses the sign of $\sigma_{xz},\sigma_{zx},\sigma_{yz}$ and $\sigma_{zy}$. An element equal to its own negative is zero, so all four vanish. A half turn about $x$ removes $\sigma_{xy}$ and $\sigma_{yx}$ in the same way. A quarter turn about $z$ exchanges $\sigma_{xx}$ and $\sigma_{yy}$, and one about $x$ exchanges $\sigma_{yy}$ and $\sigma_{zz}$. The three must be equal, hence
\begin{equation}
\sigma=\sigma_0 I,\qquad R\sigma R^T=\sigma_0RR^T=\sigma_0I .
\label{cubic}
\end{equation}
The second relation holds for any rotation, not just for the symmetry operations of the cube. Every copper grain therefore has the same tensor in the film's axes. A uniform field drives a uniform current through all of them, and the film has $\rho=1/\sigma_0$ whatever its texture.

\subsection{Cobalt}

Now put $z$ along $c$ and $x$ along a twofold axis in the basal plane. The half turns about $z$ and $x$ again remove all off-diagonal elements. A turn by $60^\circ$ about $c$ is also a symmetry operation of the hexagonal close-packed structure, when combined with a shift of half a cell along $c$. The half turn about $z$ is three such turns and needs the same shift. The shift does not matter in a uniform field. From Eq.~(\ref{rot}), with $\alpha=60^\circ$,
\begin{equation}
\sigma_{xx}=\sigma_{xx}\cos^2\alpha+\sigma_{yy}\sin^2\alpha
\;\Rightarrow\;
(\sigma_{yy}-\sigma_{xx})\sin^2\alpha=0 .
\end{equation}
Thus $\sigma_{xx}=\sigma_{yy}=\sigma_a$. No operation exchanges $c$ with a basal direction, so $\sigma_{zz}=\sigma_c$ remains free. For a grain whose $c$ axis is the unit vector $\mathbf c$,
\begin{align}
\sigma&=\sigma_aI+(\sigma_c-\sigma_a)\,\mathbf c\mathbf c^T,\\
\rho&=\rho_aI+(\rho_c-\rho_a)\,\mathbf c\mathbf c^T,
\label{hex}
\end{align}
with $\rho_a=1/\sigma_a$ and $\rho_c=1/\sigma_c$. The second line is the inverse of the first because both have the same principal axes. Turning a grain about its own $c$ axis changes nothing; tilting that axis does.

Symmetry permits $\rho_a\ne\rho_c$ but does not set the difference. That depends on the electron bands and the scattering.

\subsection{The Fermi surface need not be a sphere}

Equation~(\ref{cubic}) does not say that copper's electrons behave alike in all directions. For a constant relaxation time $\tau$, the conductivity is proportional to the Fermi-surface average $\langle v_iv_j\rangle$. Cubic symmetry makes this average isotropic even when the velocities are not.

A one-orbital fcc band shows the difference. It has nearest-neighbour hopping $t$, is half filled, and has a Fermi step of thermal width $0.4t$. A numerical sum over a $64^3$ mesh of wavevectors gives an isotropic conductivity to about two parts in $10^{10}$. Yet the fourth moment $\langle(\mathbf v\cdot\mathbf n)^4\rangle/\langle v^4\rangle$ is 0.274 for $\mathbf n$ along $[001]$ and 0.151 along $[111]$. A sphere would give $1/5$ for both. A sharper Fermi step, of width $0.05t$, moves the two values to about 0.277 and 0.149. The anisotropy is present, but a second-rank tensor cannot register it. It returns when surfaces matter.

\section{From grains to a cobalt film}

Let $z$ now be the film normal and $\theta$ the angle between it and a grain's $c$ axis. In a fibre texture the azimuth $\phi$ is uniformly distributed and independent of $\theta$. With $\mathbf c=(\sin\theta\cos\phi,\sin\theta\sin\phi,\cos\theta)$ and $\langle\cos^2\phi\rangle=1/2$,
\begin{equation}
\langle c_x^2\rangle=\frac{s}{2},\qquad s=\langle\sin^2\theta\rangle ,
\end{equation}
where the average is weighted by grain volume. Equation~(\ref{hex}) and its inverse then give
\begin{align}
\langle\rho_{xx}\rangle&=\rho_a+(\rho_c-\rho_a)\frac{s}{2},\label{rhoav}\\
\langle\sigma_{xx}\rangle&=\sigma_a+(\sigma_c-\sigma_a)\frac{s}{2}.
\end{align}

Neither average is in general the film resistivity, because current shifts towards favourably oriented grains. Both are bounds, however:
\begin{equation}
\frac{1}{\langle\sigma_{xx}\rangle}\le\rho_{\rm film}\le\langle\rho_{xx}\rangle .
\label{bounds}
\end{equation}

To see this, take a strip of volume $\Omega$ between two electrodes, with its other faces insulating. Let the true potential be $\varphi$, with $\mathbf E=-\nabla\varphi$, and add a change $w$ that vanishes on the electrodes. The cross term in the dissipation $\int\nabla\varphi\cdot\sigma\nabla\varphi\,dV$ is
\begin{equation}
2\int\nabla w\cdot\sigma\nabla\varphi\,dV=-2\int\nabla w\cdot\mathbf J\,dV=0 .
\end{equation}
The last step is an integration by parts: $\nabla\cdot\mathbf J=0$ inside, $w=0$ on the electrodes, and no current crosses the other faces. The remaining term, quadratic in $w$, is not negative, so the true potential has the least dissipation. A uniform field $E_0$ is an allowed trial. Hence $E_0^2\Omega/\rho_{\rm film}\le E_0^2\Omega\langle\sigma_{xx}\rangle$, which is the lower bound.

For the upper bound, hold the total current fixed and add to $\mathbf J$ a divergence-free current $\mathbf K$ that carries no net current and does not cross the insulating faces. The cross term in $\int\mathbf J\cdot\rho\mathbf J\,dV$ is
\begin{equation}
2\int\mathbf K\cdot\mathbf E\,dV=-2\oint\varphi\,\mathbf K\cdot d\mathbf S=0 ,
\end{equation}
since $\varphi$ is constant on each electrode. The true current therefore also has the least dissipation in its class. A uniform current density $j_0$ gives $\rho_{\rm film}j_0^2\Omega\le j_0^2\Omega\langle\rho_{xx}\rangle$.

With $f=s/2$, the distance between the bounds is
\begin{equation}
\langle\rho_{xx}\rangle-\frac1{\langle\sigma_{xx}\rangle}
=\frac{f(1-f)(\rho_c-\rho_a)^2}{(1-f)\rho_c+f\rho_a}.
\end{equation}
It is of second order in the anisotropy. To first order the texture enters through $s$ alone, and Eq.~(\ref{rhoav}) is the film resistivity. At $s=0$ the bounds meet at $\rho_a$.

\subsection{Columnar grains with $c$ in the plane}

One case with current redistribution has a closed answer. Let each grain extend through the film, let every $c$ axis lie in the plane, and let a large film have no preferred in-plane direction. The current then flows in two dimensions. Let $Q$ turn vectors by $90^\circ$ in the plane. This turn makes a divergence-free field curl-free, and the reverse. It also exchanges the two principal directions, so
\begin{equation}
Q\rho Q^T=\rho_a\rho_c\,\sigma .
\end{equation}
Along the basal direction, for example, the left side is $\rho_c$ and the right side is $\rho_a\rho_c/\rho_a$.

Define $\mathbf E'=Q\mathbf J$ and $\mathbf J'=Q\mathbf E/(\rho_a\rho_c)$. From $\mathbf E=\rho\mathbf J$,
\begin{equation}
\mathbf J'=\frac{Q\rho Q^T\,Q\mathbf J}{\rho_a\rho_c}=\sigma\mathbf E' .
\end{equation}
The new fields are thus another solution for the same film. Averaging, and using $\langle\mathbf E\rangle=\rho_{\rm film}\langle\mathbf J\rangle$,
\begin{equation}
\langle\mathbf J'\rangle=\frac{\rho_{\rm film}}{\rho_a\rho_c}\langle\mathbf E'\rangle .
\end{equation}
The same film must also obey $\langle\mathbf J'\rangle=\langle\mathbf E'\rangle/\rho_{\rm film}$. Therefore
\begin{equation}
\rho_{\rm film}=\sqrt{\rho_a\rho_c}.
\end{equation}

\section{How large the cobalt effect is}

For random grains, $s=\int_0^{\pi/2}\sin^3\theta\,d\theta=2/3$. The upper bound is $5.5+4.5/3=7.0\ \mu\Omega\,\mathrm{cm}$. The conductivities are $\sigma_a=0.1818$ and $\sigma_c=0.1000\ (\mu\Omega\,\mathrm{cm})^{-1}$, so the lower bound is $1/(0.1818-0.0818/3)=6.47\ \mu\Omega\,\mathrm{cm}$.

An imperfect basal fibre is represented by the density $\sin\theta\,e^{-\theta^2/2w^2}$ with $w=15^\circ$. Numerical integration gives $s=0.123$. The results, in $\mu\Omega\,\mathrm{cm}$, are as follows.

\begin{center}
\begin{tabular}{lccc}
Texture & $s$ & Bounds & Computed\\
\hline
Perfect basal & 0 & 5.50 & --\\
$15^\circ$ spread & 0.123 & 5.66--5.78 & 5.69\\
Random & 0.667 & 6.47--7.00 & 6.60\\
$c$ in plane & 1 & 7.10--7.75 & 7.28
\end{tabular}
\end{center}

The last column solves for the current in a periodic block of $5\times5\times5$ cubic grains, each divided into $4\times4\times4$ finite elements. It describes one arrangement with many grains through the thickness. The finite-element potential is itself a trial potential, so for that arrangement it errs towards low resistivity. With the mesh error removed, the random and in-plane entries become 6.61 and 7.29, and other arrangements of the grains move them by up to a further 0.01, so their last digit is not firm.

Relative to perfect basal texture, the computed rises are about 3\%, 20\% and 32\%. The first is small because $\sin^2\theta$ starts quadratically: a modest spread costs little. For columnar grains with $c$ in the plane, the closed result is $\sqrt{5.5\times10}=7.42\ \mu\Omega\,\mathrm{cm}$, a rise of 35\%. The block, whose grains do not extend through the film, gives a lower value for the same $s$.

\section{Where texture can still matter in copper}

\subsection{Strain}

Equal strain along two in-plane directions removes some of the cube's symmetry. A strained (001) grain is tetragonal and a strained (111) grain is trigonal. Each retains one special axis, the film normal, and so has two conductivity constants, like a hexagonal crystal. The in-plane value may then depend on which plane was strained.

To estimate the size, the fcc band was given 0.2\% in-plane strain, with the normal strain set by zero normal stress. The rough stiffnesses were $C_{11}=170$, $C_{12}=120$ and $C_{44}=75$ GPa. Hopping varied as the inverse square of bond length, and filling and $\tau$ were held fixed. The resistivity changed by $-0.05\%$ for (001) and $+0.37\%$ for (111); narrowing the Fermi step to $0.1t$ moves the first value to $-0.06\%$. The difference of 0.4\% would be $0.007\ \mu\Omega\,\mathrm{cm}$ in copper. Neither sign nor size is a prediction for the metal, since strain also changes phonon scattering.

\subsection{Surfaces}

Suppose electrons leave both surfaces with no memory of the field. At a distance $z$ from the surface it left, an electron with normal velocity $v_n$ has regained the fraction $1-e^{-z/(|v_n|\tau)}$ of its bulk drift. Averaged over thickness $d$, this fraction is
\begin{equation}
g=1-x\left(1-e^{-1/x}\right),\qquad x=\frac{|v_n|\tau}{d},
\end{equation}
and the in-plane conductivity is the bulk value multiplied by $\langle v_x^2g\rangle/\langle v_x^2\rangle$. For $x\ll1$ the lost fraction is $\tau\langle v_x^2|v_n|\rangle/(d\langle v_x^2\rangle)$. This contains more than a product of two velocity components, so cubic symmetry no longer makes it independent of orientation.

For a spherical Fermi surface and mean free path $\lambda$, the lost fraction is $3\lambda/8d$. The fcc band departs strongly from this. With $\lambda=40$ nm, a rough value for copper used here as rms speed times $\tau$, and $d=200$ nm, the resistivity rises by 4.7\% for a (001) film and 11.7\% for a (111) film. The sphere gives 8.1\%. With a sharp Fermi step the (001) value becomes 4.5\% and the (111) value is unchanged.

An extreme case accounts for the order. If all velocities pointed along cube axes, the carriers of in-plane current in a (001) film would never reach a surface, and the rise would be zero. In a (111) film every carrier would have $|v_n|=v/\sqrt3$, and the rise would be 13\%. The fourth moments would be $1/3$ and $1/9$. The computed 0.274 and 0.151 lie between these and the spherical $1/5$, as do the resistivity rises between their own limits.

At 20 nm the same model gives rises of 45\% and 138\% (43\% and 139\% with a sharp Fermi step). In a thin film of such a cubic model metal, texture therefore matters a great deal although the bulk tensor is isotropic. Real copper has a different Fermi surface, so neither the size of the effect nor the preference for (001) should be taken as a prediction for it.

\section{Comparison with real films}

The cobalt inputs are rough values for the hexagonal metal near room temperature, and the 200 nm film is thick compared with a rough cobalt mean free path of 10 nm. The inputs are not precise: the commonly tabulated resistivity of polycrystalline cobalt, about $6.2\ \mu\Omega\,\mathrm{cm}$, lies below the lower bound of 6.47 that they give for random grains. Either the anisotropy is smaller than assumed, or such samples are textured or partly fcc. The percentages above are only as good as $\rho_a$ and $\rho_c$. A free-electron estimate of diffuse surface scattering adds 1.9\%. For grain boundaries, a scale is the reflection probability times the number of boundaries met per mean free path. With a rough reflection probability of 0.25 and grains as large as the thickness, it is 1.2\% for cobalt and 5\% for copper. This is only an order of magnitude: the actual rise can be about twice as large. Magnetisation adds a preferred direction of its own; a rough 2\% magnetoresistance is $0.11\ \mu\Omega\,\mathrm{cm}$. That is well below the difference of about $1.1\ \mu\Omega\,\mathrm{cm}$ between random and basal textures, but comparable with the $0.19\ \mu\Omega\,\mathrm{cm}$ caused by the $15^\circ$ spread. These two differences are for many grains through the thickness. For a single layer of grains they are larger: about 1.2 and 0.20 when the grains are as wide as the film is thick, and about 1.3 and 0.26 when they are much wider. Interconnect lines can be near 20 nm wide, where the assumption of large grains and distant surfaces breaks down. For a 20 nm film the cobalt surface and boundary estimates grow to 22\% and 12.5\%, comparable with the whole texture effect. Crystal phase matters too: a wholly fcc cobalt film is cubic, and if strain and magnetisation are left out, its intrinsic texture effect vanishes.

\section{What to do about it}

For hexagonal cobalt with a fibre texture, obtain $s$ from a volume-weighted measurement of the $c$-axis distribution and apply Eq.~(\ref{bounds}). If the $c$ axes prefer one in-plane direction, $s$ alone is not enough. The strength of a single diffraction peak is not enough, because $s$ also counts the grains that do not contribute to that peak.

Choose the texture for the direction of the current. For a current along a unit vector $\mathbf u$, the upper estimate is
\begin{equation}
\langle\rho_{uu}\rangle=\rho_a+(\rho_c-\rho_a)\langle(\mathbf c\cdot\mathbf u)^2\rangle .
\end{equation}
When $\rho_c>\rho_a$ and bulk scattering dominates, basal texture favours current in the film plane. The same texture is the worst for current along the normal, as in a vertical via: with perfect alignment the intrinsic resistivity along the via is $\rho_c=10\ \mu\Omega\,\mathrm{cm}$, against 5.5 in the plane. In a narrow via, surface and boundary scattering add to this.

For copper, a resistivity change that accompanies a texture change cannot come from the unstrained bulk tensor. Texture may act through the surfaces, or something else may have changed with it. Annealing can alter grain size, boundary type, impurities and strain together with texture. A thickness series helps to separate surface and boundary scattering, taken together, from the bulk resistivity. If grain size scales with $d$, and $d\gg\lambda$, the surface and boundary terms both vary as $1/d$ to leading order. Plot resistivity against $1/d$ for each texture, keeping purity, phase, strain and temperature the same. Within each series the texture must not change with thickness. For cobalt the magnetisation should have the same direction, relative to the current and the film normal, in all the films compared; otherwise the change of direction adds to the difference between textures. Even with a common direction, some magnetoresistance can remain in that difference, because in a hexagonal crystal it may also depend on the angle between the magnetisation and the $c$ axis. For unstrained copper the slopes may differ, but the lines should meet at $1/d=0$, provided the fit uses only films with $d\gg\lambda$. In the fcc model with $\lambda=40$ nm, straight lines fitted over 80--200 nm miss each other by about $0.04\ \mu\Omega\,\mathrm{cm}$ because of curvature, and over 200--1000 nm by about 0.005. For hexagonal cobalt with different $s$, the intercepts can differ as well. With magnetism left out, they must differ if the ranges given by Eq.~(\ref{bounds}) for the two values of $s$ do not overlap. Apart from any remaining magnetoresistance, the difference is the intrinsic effect of texture and grain shape together.
